# The additive constant in the three-omega formula for a heated strip

## The constant in the three-omega logarithm

A metal line on a chip substrate can serve as both heater and thermometer. There is a range of low frequencies in which the heat spreads much farther than the width of the line but does not reach the back of the chip. In this range the in-phase part of the temperature oscillation falls linearly with the logarithm of frequency, while the out-of-phase part is nearly constant. The slope gives the thermal conductivity, but the diffusivity $D$ must then come from the height of the line, and there an additive constant enters. If the constant is wrong by $\delta$, the inferred $D$ is wrong by the factor $e^{-2\delta}$. In the example below, using the constant of an isothermal strip in place of that of a uniformly heated one raises $D$ by 26 %.

### Heating, reading and conventions

The strip occupies $|x|<b$ on the surface $z=0$ of a homogeneous, isotropic half-space with conductivity $k$, heat capacity per volume $c$ and diffusivity $D=k/c$. Its length $l$ is much greater than the thermal depth. No heat leaves the surface outside the strip, and under it the flux into the substrate is uniform.

A current $I_0\cos\omega t$ through the resistance $R_0$ gives the power

$$I_0^2R_0\cos^2\omega t=P(1+\cos2\omega t),\qquad P=\tfrac12I_0^2R_0. \tag{1}$$

The oscillating part has angular frequency $\Omega=2\omega$ and amplitude equal to the mean power $P$. Its temperature response is written $\mathrm{Re}(Te^{i\Omega t})$, with $T=|T|e^{i\varphi}$.

The filaments of the strip conduct in parallel, so its conductance is proportional to the average of $1/(1+\alpha T)\simeq1-\alpha T$ over the width, where $\alpha$ is the temperature coefficient of resistance. To first order the resistance therefore reads the width-averaged temperature, which $T$ denotes from here on. With $V_0=I_0R_0$, the oscillating resistance adds the voltage

$$V_0\alpha|T|\cos\omega t\cos(2\omega t+\varphi)=\tfrac12V_0\alpha|T|\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right]. \tag{2}$$

The third-harmonic amplitude is thus $V_0\alpha|T|/2$.

### The line source

Let heat $H$ per unit length be released at time zero along a line on the surface. At distance $r$ and time $\tau$ the temperature is

$$\frac{2H}{4\pi D\tau c}\,e^{-r^2/4D\tau}. \tag{3}$$

This is twice the full-space solution; by symmetry it has no flux through the surface. The factor 2 is right because $\int_0^\infty \pi r\,e^{-r^2/4D\tau}dr=2\pi D\tau$, so the heat content of the half-space is $H$.

A source $(P/l)e^{i\Omega t}$ is a succession of such pulses. The pulse released a time $\tau$ earlier carries the factor $e^{-i\Omega\tau}$. Since $Dc=k$, the amplitude is

$$T_{\rm line}(r)=\frac{P}{2\pi kl}\int_0^\infty\frac{d\tau}{\tau}\exp\left(-i\Omega\tau-\frac{r^2}{4D\tau}\right). \tag{4}$$

Define $q=\sqrt{i\Omega/D}=|q|e^{i\pi/4}$, $\zeta=qr$ and $s=i\Omega\tau$. The exponent becomes $-s-\zeta^2/4s$, with $s$ running up the imaginary axis. The path may be turned to the ray $\arg s=\pi/4$: in the sector between them both $s$ and $\zeta^2/s$ have non-negative real parts, and the factor $1/s$ makes the large arc vanish by Jordan's lemma. The small arc vanishes likewise after $s\to1/s$. On the new ray put $s=\zeta y/2$ with $y>0$:

$$T_{\rm line}=\frac{P}{\pi kl}K_0(\zeta),\qquad K_0(\zeta)=\frac12\int_0^\infty\frac{dy}{y}e^{-(\zeta/2)(y+1/y)}=\int_1^\infty\frac{dy}{y}e^{-(\zeta/2)(y+1/y)}. \tag{5}$$

The last form follows because $y\to1/y$ maps the part below 1 onto the part above it. $K_0$ is the modified Bessel function.

### Where Euler's constant comes from

Let $a=\zeta/2$. For $\mathrm{Re}\,w\ge0$ one has $|1-e^{-w}|\le|w|$. Replacing $e^{-a/y}$ by 1 in (5) therefore costs at most $|a|\int_1^\infty dy/y^2=|a|$. What remains is, by parts,

$$\int_1^\infty\frac{dy}{y}e^{-ay}=\int_a^\infty\frac{ds}{s}e^{-s}=-e^{-a}\ln a+\int_a^\infty e^{-s}\ln s\,ds. \tag{6}$$

Here $s$ runs along the ray $\arg s=\pi/4$. As $a\to0$ the last integral tends to $\int_0^\infty e^{-s}\ln s\,ds$, whose path may be turned to the positive real axis because $e^{-s}$ decays throughout the sector between them. To evaluate it, write $e^{-s}$ as the limit of $(1-s/n)^n$ on $0<s<n$, which never exceeds $e^{-s}$. With $s=nw$,

$$\int_0^n\left(1-\frac sn\right)^n\ln s\,ds=\frac{n\ln n}{n+1}+n\int_0^1(1-w)^n\ln w\,dw. \tag{7}$$

Integrate the last term by parts, using $[1-(1-w)^{n+1}]/(n+1)$ as the antiderivative of $(1-w)^n$. The boundary terms vanish. Since $[1-(1-w)^{n+1}]/w=\sum_{j=0}^n(1-w)^j$, the integral is $-H_{n+1}/(n+1)$, where $H_{n+1}=1+\frac12+\dots+\frac1{n+1}$. Expression (7) is therefore $\frac{n}{n+1}(\ln n-H_{n+1})$, which tends to $-\gamma$ by the definition of Euler's constant. Hence

$$K_0(\zeta)\to-\ln(\zeta/2)-\gamma\qquad(\zeta\to0). \tag{8}$$

### Where three-halves comes from

Uniform flux makes the strip a row of equal line sources. The mean temperature averages (5) over source and observation points:

$$T=\frac{P}{\pi kl}B,\qquad B=\frac1{4b^2}\int_{-b}^b\int_{-b}^bK_0(q|x-x'|)\,dx\,dx'. \tag{9}$$

Only the separation $u=|x-x'|$ matters. For given $u$ the lower point can lie anywhere on a length $2b-u$, and the two points can be exchanged. The density of $u$ is thus $2(2b-u)/4b^2=(2b-u)/2b^2$. With $u=2bv$ it becomes $2(1-v)$ on $0<v<1$, and

$$\langle\ln u\rangle=\ln2b+2\int_0^1(1-v)\ln v\,dv=\ln2b+2\left(-1+\tfrac14\right)=\ln2b-\tfrac32. \tag{10}$$

Inserting (8) and (10) in (9), the two terms $\ln2$ cancel:

$$B\to-\ln q+\ln2-\gamma-\ln2b+\tfrac32=-\ln(qb)+\tfrac32-\gamma. \tag{11}$$

This is the main result, with the constant $3/2-\gamma=0.9228$. Since $\ln q=\frac12\ln(\Omega/D)+i\pi/4$,

$$T\simeq\frac{P}{\pi kl}\left[\frac12\ln\frac{D}{b^2}-\frac12\ln2\omega+\frac32-\gamma-\frac{i\pi}{4}\right]. \tag{12}$$

The constant belongs to this way of writing the logarithm. With the full width in place of $b$ it would grow by $\ln2$; with $\omega$ in place of $2\omega$ it would fall by $\frac12\ln2$.

### The first correction and the opposite limit

Away from the source the heat equation reads $\nabla^2T=q^2T$, so $K_0''+K_0'/\zeta=K_0$. Put $L=\ln(\zeta/2)+\gamma$ and $K_0=-L+f$. The leading part of $f$ must satisfy $f''+f'/\zeta=-L$. The operator on the left turns $\zeta^2/4$ into 1 and $\zeta^2L/4$ into $L+1$, so $f=\zeta^2(1-L)/4$. A further constant or multiple of $\ln\zeta$ is excluded by (8).

The averages needed are

$$\langle u^2\rangle=8b^2\left(\tfrac13-\tfrac14\right)=\tfrac23b^2,\qquad \left\langle u^2\ln\tfrac{u}{2b}\right\rangle=8b^2\left(-\tfrac19+\tfrac1{16}\right)=-\tfrac7{18}b^2. \tag{13}$$

Because $\ln(qu/2)=\ln(qb)+\ln(u/2b)$, the correction to (11) is

$$\Delta B=\frac{q^2}{4}\left[\frac{2b^2}{3}\left(1-\gamma-\ln qb\right)+\frac{7b^2}{18}\right]=\frac{q^2b^2}{6}\left[\frac{19}{12}-\gamma-\ln(qb)\right]. \tag{14}$$

With $q^2b^2=i|q|^2b^2$, its real part comes from the phase $i\pi/4$ of the logarithm:

$$\mathrm{Re}\,\Delta B=\pi|q|^2b^2/24. \tag{15}$$

A second route to $B$ starts from Fourier components. The uniform flux is

$$\frac{P}{\pi l}\int_0^\infty\frac{\sin\eta b}{\eta b}\cos\eta x\,d\eta. \tag{16}$$

Each component decays into the substrate as $e^{-z\sqrt{\eta^2+q^2}}$, so its surface temperature is its flux divided by $k\sqrt{\eta^2+q^2}$. Averaging $\cos\eta x$ over the strip gives another factor $\sin(\eta b)/\eta b$. With $X=\eta b$,

$$B=\int_0^\infty\frac{\sin^2X}{X^2\sqrt{X^2+q^2b^2}}\,dX. \tag{17}$$

Numerical integration gives $\mathrm{Re}[B+\ln(qb)]=1.031$, $0.934$, $0.924$ and $0.9228$ at $|q|b=1$, $0.3$, $0.1$ and $0.01$. At $|q|b=0.02$ the modulus of the difference between (17) and (11) is $3.320\times10^{-4}$, and (14) gives the same four digits.

For $|q|b\gg1$ the square root in (17) may be replaced by $qb$. Since $\int_0^\infty\sin^2X/X^2\,dX=\pi/2$, $B\to\pi/(2qb)$ and $T\to P/(2blkq)$, the result for one-dimensional heat flow. The logarithm fails well before this: its real part becomes negative at $|q|b>e^{0.923}\simeq2.5$, whereas that of (17) is positive at every frequency.

### What other strips would give

The temperature at the centre involves a single average, $\langle\ln|x'|\rangle=\ln b-1$. Its constant is therefore $1+\ln2-\gamma=1.116$.

An isothermal strip has a different flux. Put $x=b\cos\theta$ and $x'=b\cos\phi$. From $\ln|2\sin(\beta/2)|=\mathrm{Re}\ln(1-e^{i\beta})=-\sum_{n\ge1}\cos(n\beta)/n$ and $|\cos\theta-\cos\phi|=2|\sin\frac{\theta+\phi}2\sin\frac{\theta-\phi}2|$,

$$-\ln|\cos\theta-\cos\phi|=\ln2+\sum_{n=1}^\infty\frac2n\cos n\theta\cos n\phi. \tag{18}$$

A flux distribution $d\phi/\pi$, which is $dx'/(\pi\sqrt{b^2-x'^2})$, removes the sum and leaves a uniform temperature. Equation (8) then gives $B=-\ln(qb)+2\ln2-\gamma$, with constant $0.809$.

A metal line of thickness $h$ and conductivity $k_m$ lies between the uniform-flux and isothermal cases, because it carries heat sideways. Let $\xi=x/b$, let $g(\xi)$ be the flux normalized to $\int_{-1}^1g\,d\xi=1$, and let $\vartheta=-\int g(\xi')\ln|\xi-\xi'|d\xi'$. Uniform Joule heating in the metal gives the balance

$$m\,\vartheta''=g-\tfrac12,\qquad m=\frac{k_mh}{\pi kb},\qquad\vartheta'(\pm1)=0. \tag{19}$$

A one-mode estimate takes $g=(1+AT_2)/(\pi\sqrt{1-\xi^2})$ with $T_2=2\xi^2-1=\cos2\theta$. By (18), $\vartheta=\ln2+AT_2/2$. Multiply (19) by $T_2$ and integrate, the left side by parts:

$$-\tfrac{16}{3}mA=\tfrac12A+\tfrac13\quad\Rightarrow\quad A=-\frac{2/3}{1+32m/3}. \tag{20}$$

The mean of $T_2$ over the width is $-1/3$, so the mean of $\vartheta$ is $\ln2-A/6$ and the constant becomes

$$C(m)\simeq2\ln2-\gamma+\frac{1/9}{1+32m/3}. \tag{21}$$

At $m=0$ this gives 0.920 against the exact 0.923. The values of $C(m)$ quoted below come from the same expansion with many modes. Uniform heating inside the metal is thus not enough for the constant 0.923; one also needs $32m/3\ll1$.

### A line on a sapphire-like substrate

Take rough typical values for a gold line on sapphire, an insulating chip substrate: $k=35$ W/m/K, $c=3.1$ J/cm³/K, $b=15$ µm, $l=5$ mm and substrate thickness $d=500$ µm. The metal is 100 nm thick, with $k_m=150$ W/m/K, $R_0=60$ Ω and $\alpha=0.003$ K⁻¹. The mean power is 20 mW and the current frequency 100 Hz.

Then $D=k/c=0.1129$ cm²/s, $\Omega=4\pi\times100$ s⁻¹ and $1/|q|=94.8$ µm, so $|q|b=0.158$. Equation (11) gives $\mathrm{Re}\,B=1.8436+0.9228=2.7664$; the integral (17) gives 2.7696. The difference, 0.003, agrees with (15). The temperature scale is $P/\pi kl=36.4$ mK. The in-phase temperature is $36.4\times2.770=100.8$ mK, and $|T|=104.6$ mK. With $V_0=1.549$ V, the third-harmonic amplitude is $\frac12\times1.549\times0.003\times0.1046$ V $=243$ µV.

The conductivity follows from the in-phase temperatures $T_1$ and $T_2$ at 100 and 200 Hz. By (12),

$$k=\frac{P\ln2}{2\pi l(T_1-T_2)}. \tag{22}$$

The values of $\mathrm{Re}\,B$ are 2.770 and 2.426, so $T_1-T_2=12.5$ mK and $k=35.3$ W/m/K, 0.9 % above the input. The cause is (15): the correction doubles with frequency and reduces the difference $\frac12\ln2=0.347$ by 0.003.

For a known $k$, solving (12) for the diffusivity with a general constant $C$ gives

$$D=b^2\Omega\,e^{2(\mathrm{Re}B-C)}. \tag{23}$$

With $C=0.923$ the result is 0.1136 cm²/s, 0.6 % above the input. The isothermal constant gives 0.143 cm²/s, and the centre constant 0.077 cm²/s, 32 % below the input. Errors in $k$ are also amplified. Since $B$ is inferred as $\pi klT/P$, a relative error $\epsilon$ in $k$ changes $\ln D$ by $2\epsilon\,\mathrm{Re}B$; the 0.9 % above would add about 5 % to $D$.

### What a real line changes

The largest neglected effects shift $\mathrm{Re}\,B$ by a few hundredths at 100 Hz. An interface resistance $R_i$ adds the temperature $PR_i/2bl$, hence $\pi kR_i/2b$ to $B$. For a rough $R_i=10^{-8}$ m²K/W this is $+0.037$, which would raise $D$ by 7.6 %. Sideways conduction in the metal, with $m=0.0091$, contributes $-0.012$. The chosen $R_0$ implies a resistivity of $3.6\times10^{-8}$ Ωm, for which the Wiedemann–Franz law suggests $k_m$ near 200 W/m/K; this shift would then be roughly a quarter larger. For gold, Matthiessen's rule likewise suggests that $\alpha$ is nearer 0.002 K⁻¹ at this resistivity, which would lower the third-harmonic voltage in proportion.

If the voltage is read over the whole heated length, the ends matter too. Pairs of points a distance $\zeta'$ apart along the line have weight $1-\zeta'/l$, and the lost part is $\int_0^\infty(\zeta'/l)e^{-q\rho}d\zeta'/\rho=e^{-qu}/(ql)$, where $\rho=\sqrt{\zeta'^2+u^2}$ is the distance between the points and $|q|l\gg1$. The leading term $1/(ql)$ gives a real shift of $-0.013$; averaging over the width reduces it to $-0.012$. This shift depends on frequency, so it also changes the slope: the error of 0.9 % in $k$ found above grows to 2.1 %. Sapphire is also anisotropic. For a trial ratio of 1.10 between in-plane and normal conductivity, at fixed geometric mean $k$, the shift is $\frac14\ln1.10=+0.024$; the inverse ratio would reverse its sign. These shifts partly cancel here, but they scale differently with $b$, $l$ and frequency, so the cancellation cannot be relied on.

The other effects are smaller. A back face held cold changes $B$ by $4\times10^{-4}$ in modulus. Its real part oscillates with thickness and frequency: it happens to be nearly zero here, but is $-7\times10^{-4}$ at $d=450$ µm. The effect grows quickly at lower frequency: with a cold back face, the slope between 10 and 20 Hz would give $k$ about 19.5 % too low; with an insulated back face it would be about 30 % too high. Heat stored in the metal shifts $\mathrm{Re}\,B$ by $-4\times10^{-4}$, and a surface loss of 10 W/m²/K by $-3\times10^{-5}$. Such a coefficient does not describe still air above so narrow a line at 100 Hz: conduction into air of 0.026 W/m/K gives a shift of about $-2\times10^{-3}$. For an infinitely long line the half-space has no finite steady rise, but the cold back face supplies one: $1/\sqrt{\eta^2+q^2}$ in the Fourier solution becomes $\tanh(\eta d)/\eta$, which gives 166 mK. Together with the oscillation, this rise changes $k$ by at most about 0.1 % for a rough coefficient of 0.4 %/K, since the substrate is cooler away from the strip, and the heating power by at most about 0.08 %.

Other substrates can be less favourable. With the same line on a glass-like substrate of 1.4 W/m/K, $m=0.227$ and the constant falls to 0.843, because the metal evens out the temperature. This is the low-frequency limit. At 100 Hz, with a heat capacity near 2 J/cm³/K, $|q|b$ is already about 0.64 and $\mathrm{Re}[B+\ln(qb)]$ is about 0.91, so a lower frequency is needed before this constant applies, though still high enough that the heat does not reach the back face. A narrower line also reduces $|q|b$, but it raises $m$ and thereby changes the constant, which is 0.829 at half the width. Air also matters more on glass: at 5 Hz, still air shifts $\mathrm{Re}\,B$ by about $-0.04$ and raises the error of the 5–10 Hz slope in $k$ from 0.75 % to 2.6 %. On silicon-like material of 150 W/m/K, the line needs an insulating film. For 100 nm of oxide with 1.4 W/m/K and the same width, one-dimensional flow through the film adds 1.12 to $B$, more than the constant itself. The film must then be measured or subtracted before the height of the line can give $D$. In this model a frequency-independent film term leaves the slope, and so the conductivity, unchanged. The frequency must be higher on such a substrate: with a heat capacity near 1.63 J/cm³/K, $1/|q|$ is about 270 µm at 100 Hz, and a cold back face at 500 µm would make the 100–200 Hz slope give $k$ about 19 % too low, whereas at 1 kHz its effect is negligible.

The numerical output lists most of these values and the results at higher frequencies.

## Numbers as computed

```
3/2 - gamma (uniform flux, mean T): 0.922784
1 + ln2 - gamma (centre T): 1.115932
2 ln2 - gamma (isothermal strip): 0.809079
Exact Re[B + ln(qb)] against |q|b:
  |q|b = 1.0  : 1.031481
  |q|b = 0.3  : 0.934228
  |q|b = 0.1  : 0.924087
  |q|b = 0.01 : 0.922797
At |q|b = 0.02: |B - log formula| = 3.320e-04, next term 3.320e-04
Substrate: k = 35 W/m/K, heat capacity 3.1 J/cm3/K, D = 0.1129 cm2/s
Line: half-width 15 um, length 5 mm, substrate thickness 500 um
Metal: 100 nm, 150 W/m/K, 2.5 J/cm3/K
P = 20 mW, R0 = 60 ohm, alpha = 0.003 1/K
I0 = 25.82 mA, V0 = 1.549 V, current density 0.86 MA/cm2
P/(pi k l) = 36.378 mK
f (Hz), 1/|q| (um), |q|b, exact B, log-formula B:
    100   94.79  0.1582  2.7696-0.7735i  2.7664-0.7854i
    200   67.02  0.2238  2.4262-0.7645i  2.4198-0.7854i
    400   47.39  0.3165  2.0859-0.7493i  2.0732-0.7854i
   1000   29.97  0.5004  1.6458-0.7137i  1.6151-0.7854i
At 100 Hz: T = 100.75 -28.14i mK, |T| = 104.61 mK
Third-harmonic voltage amplitude: 243.1 uV
k from 100 and 200 Hz slope: 35.33 W/m/K
D from 100 Hz, known k, uniform constant: 0.1136 cm2/s
  same with isothermal constant: 0.1427 cm2/s
  same with centre constant: 0.0772 cm2/s
Neglected effects at 100 Hz, shift of Re B (no unit):
  finite width +0.0032
  interface of 1e-08 m2K/W +0.0367, D read high by 7.6 %
  spreading in metal, m = 0.0091: -0.0116
  line ends -0.0134
  cold back face -4.0e-06
  anisotropy kx/kz = 1.10: +0.0237
  heater heat capacity -3.7e-04 (modulus 7.1e-04)
  surface loss 10 W/m2/K: -2.6e-05
Steady rise, cold back face: 165.7 mK
Change of k at 0.4 %/K, steady plus oscillating rise: 0.108 %
Power feedback alpha*(steady + |T|): 0.081 %
Glass-like substrate, k = 1.4 W/m/K: m = 0.227, constant 0.8430
Silicon-like, k = 150 W/m/K, 100 nm oxide of 1.4 W/m/K: film adds 1.122
```
